\section*{Klemens's High-Temperature Alloy Conductivity Ratio, Derived Two Ways}

\section{Why thermal resistances do not simply add}

Suppose the heat resistance of a disordered crystal is estimated by adding a mass-disorder resistance, obtained for very weak disorder, to the resistance of an ordered crystal. For the model alloy treated below this gives a conductivity 7\% too low at 1000 K and 16\% too low at 500 K, relative to the full result of the same model. Calculating the disorder resistance separately is no remedy: with point defects alone, long waves make the conductivity infinite. In this model, which omits momentum-conserving phonon collisions, scattering rates must be added for each vibration before the heat carried by all vibrations is summed.

For umklapp rate \(B\omega^2\) and point-defect rate \(A\omega^4\), the sum gives
\begin{equation}
\frac{\kappa}{\kappa_p}=\frac{\arctan u}{u},\qquad
u^2=\frac{A\omega_D^2}{B}
=\frac{\pi\omega_DV_0\Gamma\kappa_p}{2v^2k_B}.
\label{eq:main}
\end{equation}
Here \(\omega\) is angular frequency, \(V_0\) the volume per atom, \(v\) the sound speed and \(\omega_D\) the Debye cutoff. The conductivity \(\kappa_p\) belongs to an ordered reference crystal with the alloy's mean atomic mass, \(v\), \(V_0\) and \(B\). The pure host may differ from it in all of these.

\section{The model}

There is one atom per cell, and the three acoustic branches share the dispersion \(\omega=vq\). A volume \(V\) contains \(V/V_0\) wavevectors per branch, so
\begin{equation}
\frac{V}{(2\pi)^3}\frac{4\pi q_D^3}{3}=\frac{V}{V_0},
\qquad \omega_D=vq_D=v\left(\frac{6\pi^2}{V_0}\right)^{1/3}.
\label{eq:debye}
\end{equation}
The temperature \(T\) is high enough for each mode to have mean energy \(k_BT\) and heat capacity \(k_B\).

Umklapp collisions are represented by a relaxation rate \(B\omega^2\), with \(B\propto T\). This law is an input. Momentum-conserving phonon collisions, boundaries, pores and optical branches are omitted. With pores omitted, \(\kappa\) refers to a fully dense crystal.

Disorder lies in the masses alone. With \(c_i\) the fraction of species \(i\), write
\begin{equation}
\bar m=\sum_i c_im_i,\qquad
\epsilon_i=\frac{m_i-\bar m}{\bar m},\qquad
\Gamma=\sum_i c_i\epsilon_i^2 .
\end{equation}
Site occupations are independent, and by construction \(\langle\epsilon\rangle=0\).

\section{First derivation: scattered waves and a temperature gradient}

\subsection{The point-defect rate}

For long waves the reference crystal is a medium of density \(\rho=\bar m/V_0\). Since all branches have speed \(v\), each Cartesian component of the displacement obeys the same wave equation. An excess mass \(\delta m\) at the origin adds an inertial term \(\delta m\,\ddot{\mathbf u}\). Moved to the force side, for a wave of amplitude \(u_0\) it is a point force of amplitude
\begin{equation}
F=\delta m\,\omega^2u_0 .
\end{equation}
The outgoing solution of \(-\rho\omega^2u-\rho v^2\nabla^2u=F\delta(\mathbf r)\) is
\begin{equation}
u_s=\frac{F e^{i\omega r/v}}{4\pi\rho v^2r}.
\end{equation}
A wave of amplitude \(a\) has mean energy density \(\rho\omega^2a^2/2\) and hence intensity \(\rho v\omega^2a^2/2\). The radiated power is the far-field intensity times \(4\pi r^2\):
\begin{equation}
P=4\pi r^2\,\frac{\rho v\omega^2}{2}
\frac{F^2}{16\pi^2\rho^2v^4r^2}
=\frac{\omega^2F^2}{8\pi\rho v^3}.
\end{equation}
Division by the incident intensity gives the cross section
\begin{equation}
\sigma=\frac{\omega^2(\delta m\,\omega^2u_0)^2/(8\pi\rho v^3)}
{\rho v\omega^2u_0^2/2}
=\frac{(\delta m)^2\omega^4}{4\pi\rho^2v^4}.
\end{equation}

For many sites the scattered amplitude contains \(\sum_i\epsilon_i e^{i\mathbf Q\cdot\mathbf R_i}\), where \(\mathbf Q\) is the change of wavevector. In its mean square the terms with \(i\neq j\) vanish, because the deviations are independent and have zero mean. Each site then contributes \(\Gamma\). With \(\delta m/\rho=\epsilon V_0\) and a site density \(1/V_0\),
\begin{equation}
\frac1{\tau_d}=\frac{v}{V_0}
\frac{\Gamma V_0^2\omega^4}{4\pi v^4}=A\omega^4,
\qquad A=\frac{V_0\Gamma}{4\pi v^3}.
\label{eq:A}
\end{equation}

\subsection{Heat flow}

Let \(\delta E_\lambda\) be the departure of the energy of mode \(\lambda\) from \(k_BT(x)\). In a steady gradient, drift balances relaxation:
\begin{equation}
v_{x\lambda}k_B\frac{dT}{dx}
=-\frac{\delta E_\lambda}{\tau_\lambda}.
\label{eq:boltz}
\end{equation}
Defects also scatter energy into mode \(\lambda\). That gain is a sum over \(\mathbf q'\) of \(\delta E_{\mathbf q'}\), which is odd in \(\mathbf q'\), times a scattering probability that is even in \(\mathbf q'\), because the point force radiates equally in opposite directions. The gain vanishes, and the total scattering rate is also the rate at which the heat current relaxes.

Inserting \(\delta E_\lambda\) into the heat flux \(V^{-1}\sum_\lambda v_{x\lambda}\delta E_\lambda=-\kappa\,dT/dx\) gives
\begin{equation}
\kappa=\frac{k_B}{V}\sum_\lambda v_{x\lambda}^2\tau_\lambda .
\label{eq:modesum}
\end{equation}
The angular average of \(v_x^2\) is \(v^2/3\), and there are three branches, so
\begin{align}
\kappa&=3k_B\int_0^{q_D}\frac{4\pi q^2dq}{(2\pi)^3}
\frac{v^2}{3}\tau\nonumber\\
&=\frac{k_Bv^2}{2\pi^2}\int_0^{q_D}q^2\tau\,dq
=\frac{k_B}{2\pi^2v}\int_0^{\omega_D}\omega^2\tau\,d\omega .
\label{eq:spectral}
\end{align}
In the reference crystal \(\omega^2\tau=1/B\), so equal frequency intervals carry equal heat and
\begin{equation}
\kappa_p=\frac{k_B\omega_D}{2\pi^2vB}.
\label{eq:ref}
\end{equation}
In the alloy the two kinds of event are taken as independent, so their rates add. With \(y=\omega/\omega_D\) and \(u^2=A\omega_D^2/B\),
\begin{align}
\kappa&=\frac{k_B}{2\pi^2v}\int_0^{\omega_D}
\frac{\omega^2\,d\omega}{B\omega^2+A\omega^4}\nonumber\\
&=\kappa_p\int_0^1\frac{dy}{1+u^2y^2}
=\kappa_p\frac{\arctan u}{u}.
\label{eq:first}
\end{align}
Equation~\eqref{eq:ref} gives \(1/B=2\pi^2v\kappa_p/(k_B\omega_D)\). Hence
\begin{equation}
u^2=\frac{V_0\Gamma}{4\pi v^3}\,\omega_D^2\,
\frac{2\pi^2v\kappa_p}{k_B\omega_D}
=\frac{\pi\omega_DV_0\Gamma\kappa_p}{2v^2k_B},
\end{equation}
which completes Eq.~\eqref{eq:main}.

\section{Second derivation: fluctuations in equilibrium}

\subsection{Conductivity from current fluctuations}

No gradient is now applied. Let \(e\) be the energy density, \(j\) its current along \(x\), and \(S(\mathbf r,t)=\langle\delta e(\mathbf r,t)\delta e(0,0)\rangle\). Energy conservation, used once at each of the two points, together with stationarity and averaging over sites, gives for the motion along \(x\)
\begin{equation}
\frac{\partial^2S}{\partial t^2}
=\frac{\partial^2}{\partial x^2}
\langle j(\mathbf r,t)j(0,0)\rangle .
\end{equation}
Multiply by \(x^2\) and integrate by parts twice over space. Time-reversal symmetry makes the first time derivative zero at \(t=0\), so
\begin{equation}
\frac{d}{dt}\int x^2S\,d^3r
=2V\int_0^t\langle J(s)J(0)\rangle ds,
\label{eq:moment}
\end{equation}
where \(J\) is the volume average of \(j\). At long times an energy fluctuation is assumed to spread by ordinary diffusion, with diffusivity \(\kappa/C\), where \(C\) is the heat capacity per volume. Since \(\int S\,d^3r=k_BT^2C\), the left side tends to \(2(\kappa/C)k_BT^2C=2\kappa k_BT^2\). Therefore
\begin{equation}
\kappa=\frac{V}{k_BT^2}\int_0^\infty
\langle J(t)J(0)\rangle dt .
\label{eq:gk}
\end{equation}

In the phonon picture \(J=V^{-1}\sum_\lambda v_{x\lambda}\delta E_\lambda\). A classical mode has energy distribution \(e^{-E/k_BT}/(k_BT)\), with mean square \(2(k_BT)^2\) and variance \((k_BT)^2\). If its contribution to the current decays at the rate \(1/\tau_\lambda\),
\begin{equation}
\langle J(t)J(0)\rangle=\frac{(k_BT)^2}{V^2}
\sum_\lambda v_{x\lambda}^2e^{-t/\tau_\lambda}.
\label{eq:jj}
\end{equation}

\subsection{The point-defect rate from the lattice}

Let \(D\) be the force-constant matrix of the lattice divided by \(\bar m\). The equation of motion is
\begin{equation}
(D-\omega^2)\mathbf u=W\mathbf u,\qquad W_i=\omega^2\epsilon_i .
\end{equation}
With \(G_0=(D-\omega^2-i0)^{-1}\), the response of the disordered lattice is \(G_0+G_0WG_0+G_0WG_0WG_0+\dots\). On averaging, the first-order term vanishes. In the second, \(\langle\epsilon_i\epsilon_j\rangle=\Gamma\delta_{ij}\) leaves a self-energy that is local in the site:
\begin{equation}
\Sigma=\Gamma\omega^4(G_0)_{ii}.
\end{equation}
Let \(g(\omega)\) be the density of modes per atom and per branch. The three polarization vectors at each \(\mathbf q\) are complete, so for \(N\) atoms each diagonal Cartesian component has
\begin{equation}
\operatorname{Im}(G_0)_{ii}
=\frac{\pi}{N}\sum_{\mathbf q}\delta(\omega_{\mathbf q}^2-\omega^2)
=\frac{\pi g(\omega)}{2\omega}.
\end{equation}
The pole of the averaged response lies at \(\omega^2=\omega_{\mathbf q}^2-\Sigma\), so \(\operatorname{Im}\omega\simeq-\operatorname{Im}\Sigma/(2\omega)\). With time factor \(e^{-i\omega t}\), the energy decays at twice the amplitude rate:
\begin{equation}
\frac1{\tau_d}=\frac{\operatorname{Im}\Sigma}{\omega}
=\frac{\pi}{2}\Gamma\omega^2g(\omega).
\label{eq:lattice}
\end{equation}
For Debye waves \(g=V_0\omega^2/(2\pi^2v^3)\), and Eq.~\eqref{eq:lattice} becomes \(V_0\Gamma\omega^4/(4\pi v^3)\), in agreement with Eq.~\eqref{eq:A}. The scattered energy enters modes \(\mathbf q'\) and \(-\mathbf q'\) equally, so it carries no mean current, as Eq.~\eqref{eq:jj} requires.

\subsection{Integration over time}

A mode escapes both kinds of scattering for a time \(t\) with probability \(e^{-B\omega^2t}e^{-A\omega^4t}\). Equations~\eqref{eq:gk} and \eqref{eq:jj}, with the mode count of Eq.~\eqref{eq:spectral}, give
\begin{equation}
\kappa=\frac{k_B}{2\pi^2v}\int_0^\infty dt
\int_0^{\omega_D}\omega^2e^{-(B\omega^2+A\omega^4)t}d\omega .
\label{eq:time}
\end{equation}
At each frequency put \(s=\omega^2t\), so that \(\omega^2dt=ds\):
\begin{align}
\kappa&=\frac{k_B}{2\pi^2v}\int_0^{\omega_D}d\omega
\int_0^\infty e^{-(B+A\omega^2)s}ds\nonumber\\
&=\frac{k_B}{2\pi^2v}\int_0^{\omega_D}
\frac{d\omega}{B+A\omega^2}
=\frac{k_B}{2\pi^2v}\frac{\arctan u}{\sqrt{AB}} .
\end{align}
Dividing by Eq.~\eqref{eq:ref} gives \(\arctan(u)\sqrt{B/A}/\omega_D=\arctan(u)/u\) again.

The time integral also shows why umklapp scattering is needed. At long times low frequencies dominate Eq.~\eqref{eq:time}. With \(A\omega^4\) alone, the substitution \(z=\omega t^{1/4}\) gives a current correlation proportional to \(t^{-3/4}\), whose time integral diverges. When \(B\omega^2\) is present it dominates at low frequency, and \(z=\omega t^{1/2}\) gives \(t^{-3/2}\), whose long-time integral converges.

\section{What each derivation assumes}

The first derivation assumes local equilibrium in a small gradient and treats each defect as a point in a continuum. It takes the displacement at the defect to be that of the incident wave, which is a long-wave approximation. The second assumes that energy fluctuations diffuse at long times and keeps only the part of the current diagonal in the modes. Its scattering rate is of second order in \(\epsilon\), but Eq.~\eqref{eq:lattice} holds for a general \(g(\omega)\) of a cubic lattice with one atom per cell, averaged over the branches, before Debye waves are inserted.

Both share the umklapp law, the relaxation-time treatment, independent scattering events, equal sound speeds and classical mode energies. Their agreement does not test these shared inputs. The omission of momentum-conserving (normal) collisions matters most. They pass momentum from long waves to short ones, which defects scatter strongly. In a Callaway treatment with normal rate \(\alpha B\omega^2\) and \(\kappa_p\) held fixed, the 1000 K ratio of the model alloy below falls from 0.74 to 0.63 for \(\alpha=1\) and 0.55 for \(\alpha=2.5\). When normal collisions dominate completely, the two resistances do add. Equation~\eqref{eq:main} belongs to the opposite limit.

The second derivation shows where the \(\omega^4\) law is weakest. Successive orders differ by a factor of about \(\epsilon\omega^2(G_0)_{ii}\). At low frequency the Debye average is
\begin{equation}
(G_0)_{ii}\simeq\frac{3}{\omega_D^3}\int_0^{\omega_D}
\omega'^2\frac{d\omega'}{\omega'^2}=\frac{3}{\omega_D^2},
\end{equation}
so the factor is roughly \(3\epsilon(\omega/\omega_D)^2\). It is small for long waves but need not be small near the cutoff. Extending \(A\omega^4\) to \(\omega_D\) is thus part of the model.

\section{Weak and strong disorder}

For small \(u\), \(\arctan u=u-u^3/3+\dots\), and
\begin{equation}
\frac{\kappa}{\kappa_p}\simeq1-\frac{u^2}{3},\qquad
\frac1\kappa\simeq\frac1{\kappa_p}+\frac{u^2}{3\kappa_p}.
\end{equation}
Since \(u^2\propto\kappa_p\), the added resistance is independent of temperature. This is the resistance that was extrapolated in the opening estimate. As disorder grows, heat shifts to lower frequencies, where defects scatter less, and the resistance rises more slowly than \(\Gamma\).

For large \(u\), \(\arctan u=\pi/2-1/u+\dots\), so
\begin{equation}
\frac{\kappa}{\kappa_p}\simeq\frac{\pi}{2u}-\frac1{u^2},
\qquad \kappa\to\frac{k_B}{4\pi v\sqrt{AB}} .
\end{equation}
The leading conductivity no longer contains the cutoff, and it varies as \(T^{-1/2}\).

Between these limits, \(\kappa_p\propto u^2\) gives \(\kappa\propto u\arctan u\), while \(B\propto T\) gives \(u\propto T^{-1/2}\). Hence
\begin{equation}
\frac{d\ln\kappa}{d\ln T}=-\frac12
\left[1+\frac{u}{(1+u^2)\arctan u}\right],
\label{eq:slope}
\end{equation}
which runs from \(-1\) for weak disorder to \(-1/2\) for strong disorder.

Raising \(\Gamma\) first breaks the model at the cutoff. A mean free path shorter than the atomic spacing \(V_0^{1/3}\) has no clear meaning for a travelling wave. For defects alone, Eqs.~\eqref{eq:debye} and \eqref{eq:A} give at the cutoff
\begin{equation}
\frac{v}{A\omega_D^4V_0^{1/3}}
=\frac{4\pi}{(6\pi^2)^{4/3}\Gamma}\simeq\frac{0.054}{\Gamma}.
\end{equation}
Thus the model is meaningful all the way to the cutoff only for \(\Gamma\) below about 0.05, and lower still when umklapp scattering is added. Above this value only the fastest modes fail, and at large \(u\) they carry little heat. For the \(v\) and \(V_0\) of the next section and \(\Gamma=0.2\), the value of an equimolar Si-Ge alloy, forbidding paths shorter than the spacing raises \(\kappa\) by 2\% when \(\kappa_p=100\) W/(m K) and by 9\% when \(\kappa_p=10\) W/(m K). Within the bound, and for given \(v\) and \(V_0\), large \(u\) requires a large \(\kappa_p\). By Eqs.~\eqref{eq:main} and \eqref{eq:debye}, the \(\kappa_p\) needed for a given \(u\) and \(\Gamma\) is proportional to \(v/V_0^{2/3}\), so it is lower in a crystal with slow sound and large atomic volume.

\section{A model alloy}

Take host and guest masses of 100 u and 150 u, guest fraction 0.10, \(V_0=15\) \AA\(^3\), \(v=4000\) m/s and \(\kappa_p=10\) W/(m K) at 1000 K. The mean mass is 105 u, and
\begin{equation}
\Gamma=0.9\left(\frac{5}{105}\right)^2
+0.1\left(\frac{45}{105}\right)^2=0.0204 .
\end{equation}
The cutoff is \(6.32\times10^{13}\) rad/s, equivalent to a Debye temperature of 483 K. At the cutoff and 1000 K the defect and umklapp rates are \(6.08\times10^{12}\) and \(4.42\times10^{12}\) s\(^{-1}\). Their quotient is \(u^2\):
\begin{equation}
u^2=\frac{6.08}{4.42}=1.376,\quad u=1.173,\quad
\frac{\kappa}{\kappa_p}=\frac{0.8649}{1.173}=0.737 .
\end{equation}
The alloy conductivity is 7.37 W/(m K). The resistance ratio is 1.356, whereas the weak-disorder form gives \(1+1.376/3=1.459\).

A direct sum over a three-dimensional wavevector grid gives 9.97 W/(m K) for the reference and 7.34 W/(m K) for the alloy. Both fall short by about 0.03 W/(m K). Equal shortfalls are consistent with a grid error at low frequency, where the two integrands coincide.

With \(\kappa_p\propto1/T\), the model gives:
\begin{center}
\begin{tabular}{ccccc}
\(T\) (K) & \(\kappa_p\) & \(u\) & \(\kappa\) & slope \\
500 & 20.0 & 1.66 & 12.4 & \(-0.71\)\\
1000 & 10.0 & 1.17 & 7.37 & \(-0.79\)\\
2000 & 5.0 & 0.83 & 4.17 & \(-0.85\)
\end{tabular}
\end{center}
Conductivities are in W/(m K), and the slope is that of Eq.~\eqref{eq:slope}. Heating makes umklapp scattering more important relative to disorder, so the ratio rises from 0.620 to 0.835 while \(\kappa\) itself falls.

Half the alloy's heat is carried below the frequency at which \(\arctan(uy)=\frac12\arctan u\). At 1000 K this is \(y=0.39\), compared with 0.50 in the reference crystal. For a guest atom \(\epsilon=45/105=0.43\), so the estimated correction factor \(3\epsilon y^2\) is about 0.2 there and exceeds one at the cutoff. This factor belongs to the scattered amplitude. Summing repeated scattering at one site replaces \(\epsilon^2\) by \(\epsilon^2/|1-\epsilon\omega^2(G_0)_{ii}|^2\). With the Debye \(G_0\) the rate is then about 36\% above \(A\omega^4\) at \(y=0.39\) and about 0.6 of it at \(y=0.8\), and the conductivity at 1000 K becomes about 7.7 instead of 7.37 W/(m K). The printed digits describe the model, and a real mass-disordered crystal may already differ in the second figure.

The alloy mean free path at the cutoff falls from 4.8 \AA{} at 500 K to 2.7 \AA{} at 2000 K, close to the atomic spacing of 2.5 \AA. The wavelength at the cutoff, \(2\pi v/\omega_D\), is 4.0 \AA, so at 1000 K, where the path is 3.8 \AA, it is already shorter than one wavelength. At this temperature and above, the phonon picture is therefore doubtful for the fastest vibrations.

\section{How high the temperature must be}

The quantum heat capacity of a mode is \(k_B[1-x^2/12+\dots]\), with \(x=\hbar\omega/(k_BT)=x_Dy\). At fixed \(B\), this multiplies the alloy integral by \(1-x_D^2\langle y^2\rangle/12\), where
\begin{equation}
\langle y^2\rangle=\frac1r\int_0^1\frac{y^2dy}{1+u^2y^2}
=\frac{1-r}{u^2r},\qquad r=\frac{\arctan u}{u}.
\end{equation}
The last step uses \(u^2y^2/(1+u^2y^2)=1-1/(1+u^2y^2)\). In the reference crystal \(\langle y^2\rangle=1/3\). To leading order the ratio is therefore multiplied by
\begin{equation}
1+\frac{x_D^2}{12}\left(\frac13-\langle y^2\rangle\right).
\end{equation}
The alloy carries its heat at lower frequencies and loses less, so its ratio rises slightly. At 500 K, close to the Debye temperature, the full heat capacity changes the ratio from 0.620 to 0.625, and at 1000 K from 0.737 to 0.738. Much of the correction cancels between alloy and reference. Each conductivity separately changes more: for the reference crystal the leading reduction is \(x_D^2/36\), or about 2.6\% at 500 K. At 2000 K the ratio remains 0.835 to three figures.

\section*{Computed results}
\begin{verbatim}
Host mass: 100 u; guest mass: 150 u
Guest fraction: 0.10; mean mass: 105.0 u
Volume per atom: 15.0 angstrom^3
Sound speed: 4000 m/s
Reference conductivity at 1000 K: 10.00 W/(m K)
Mass variance Gamma: 0.02041
Gamma from sampled alloys: 0.02034
Debye frequency: 6.3219e+13 rad/s
Debye temperature: 482.9 K
Point-defect coefficient A: 3.8063e-43 s^3
Umklapp coefficient B at 1000 K: 1.1055e-15 s
Umklapp rate at cutoff: 4.4181e+12 1/s
Point-defect rate at cutoff: 6.0798e+12 1/s
Crossover frequency w0: 5.3891e+13 rad/s
u squared: 1.3761; u: 1.1731
arctan(u): 0.8649 rad
Conductivity ratio: 0.7373
Alloy conductivity: 7.373 W/(m K)
Wavevector sum, reference: 9.971 W/(m K)
Wavevector sum, alloy: 7.344 W/(m K)
Resistance ratio u/arctan(u): 1.3564
Weak-disorder estimate 1+u^2/3: 1.4587
Median heat-carrying frequency / cutoff: 0.3935
Sphere test: k times radius = 0.02, contrast = 0.50
Sphere total / point-mass section: 1.000000
Sphere loss / point-mass section: 0.999947
Sphere frequency exponent: 4.00000
Atomic spacing V0^(1/3): 2.466 angstrom
T = 500 K: reference 20.00, alloy 12.397 W/(m K)
  u = 1.6590, ratio = 0.6199, quantum ratio = 0.6251
  dln(kappa)/dln(T) = -0.7150
  alloy mean free path at cutoff = 4.826 angstrom
T = 1000 K: reference 10.00, alloy 7.373 W/(m K)
  u = 1.1731, ratio = 0.7373, quantum ratio = 0.7383
  dln(kappa)/dln(T) = -0.7854
  alloy mean free path at cutoff = 3.810 angstrom
T = 2000 K: reference 5.00, alloy 4.174 W/(m K)
  u = 0.8295, ratio = 0.8348, quantum ratio = 0.8350
  dln(kappa)/dln(T) = -0.8548
  alloy mean free path at cutoff = 2.682 angstrom
\end{verbatim}
